# Direction-Averaged Poole-Frenkel Emission from a Coulombic Trap: a program that tests the result

```python
"""
Poole-Frenkel emission from a Coulombic trap, averaged over directions.
Result under test: enhancement X = 1/2 + [1 + (g-1) exp(g)]/g^2,
where g = (barrier lowering along the force)/(kT), against exp(g) in 1D.
Assumptions: equal attempt rate per solid angle, straight escape rays,
and an unchanged barrier for the backward hemisphere.
Energies are in eV, lengths in nm, and force in eV/nm.
coulomb = q^2/(4 pi eps) in eV nm; 1 MV/cm corresponds to 0.1 eV/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar, brentq
from scipy.special import expit

# Rough typical inputs for an amorphous TiO2 gate insulator
eps_optical = 6.0
eps_static = 40.0
temperature = 300.0
hot_temperature = 358.0
field_MVcm = 0.5
breakdown_MVcm = 1.0
trap_depth = 0.6
attempt_rate = 1e13
thickness = 20.0
phonon_energy = 0.1
mass_ratio = 1.0
light_mass_ratio = 0.4

k_eV = const.k / const.e
kT = k_eV * temperature
coulomb_vacuum = const.e / (4*np.pi*const.epsilon_0) * 1e9
coulomb = coulomb_vacuum / eps_optical
force = 0.1 * field_MVcm
hbar2_over_m0 = const.hbar**2 / (const.m_e*const.e) * 1e18


def lowering_1d(force_value, strength=coulomb):
    return 2*np.sqrt(strength*force_value)


def enhancement(g):
    return 0.5 + (1 + (g - 1)*np.exp(g))/g**2


def log_slope(g):
    derivative = (np.exp(g)*(g**2 - 2*g + 2) - 2)/g**3
    return derivative/enhancement(g)


def numerical_barrier(force_value, cosine):
    """Locate the potential maximum on a ray without its formula."""
    def minus_potential(log_r):
        r = np.exp(log_r)
        return coulomb/r + force_value*cosine*r
    found = minimize_scalar(minus_potential, bounds=(-5, 16),
                            method="bounded",
                            options={"xatol": 1e-9, "maxiter": 500})
    return np.exp(found.x), found.fun


def numerical_average(force_value):
    """Average over the sphere using numerically located barriers."""
    def integrand(theta):
        drop = numerical_barrier(force_value, np.cos(theta))[1]
        return 0.5*np.sin(theta)*np.exp(drop/kT)
    forward = quad(integrand, 0, np.pi/2, epsrel=1e-7, limit=100)[0]
    backward = quad(lambda t: 0.5*np.sin(t), np.pi/2, np.pi)[0]
    return forward + backward


def direct_average(g):
    return 0.5 + 0.5*quad(lambda u: np.exp(g*np.sqrt(u)), 0, 1,
                          epsabs=1e-12, epsrel=1e-11)[0]


lowering = lowering_1d(force)
gamma = lowering/kT
r_axis = np.sqrt(coulomb/force)
X = enhancement(gamma)
one_dimensional = np.exp(gamma)
slope = log_slope(gamma)

# Barrier position and lowering along several forward rays
for cosine in (1.0, 0.7, 0.2, 0.01):
    position, drop = numerical_barrier(force, cosine)
    assert abs(position/np.sqrt(coulomb/(force*cosine)) - 1) < 1e-5
    assert abs(drop/(lowering*np.sqrt(cosine)) - 1) < 1e-8

# Backward rays have no potential maximum
radii = np.geomspace(0.05, 1000, 2000)
for cosine in (-0.05, -0.5, -1.0):
    potential = -coulomb/radii - force*cosine*radii
    assert np.all(np.diff(potential) > 0)

# Spherical average and its slope from numerically located barriers
average_numeric = numerical_average(force)
assert abs(average_numeric/X - 1) < 1e-5
step = 0.01
upper = numerical_average(force*(1 + step)**2)
lower = numerical_average(force*(1 - step)**2)
slope_numeric = np.log(upper/lower)/(2*step*gamma)
assert abs(slope_numeric - slope) < 3e-4

# Weakening over a wide range, with and without backward emission
for g in (0.05, 0.3, 1.0, 3.0, 8.0, 20.0, 40.0):
    h = 1e-3*g
    middle = direct_average(g)
    plus, minus = direct_average(g + h), direct_average(g - h)
    assert middle < np.exp(g)
    assert np.log(plus/minus)/(2*h) < 1
    assert np.log((plus - 0.5)/(minus - 0.5))/(2*h) < 1

# Weak-field series and strong-field limit
small = 0.01
series = 1 + small/3 + small**2/8
assert abs(direct_average(small) - series) < 1e-7
large = 60.0
assert abs(direct_average(large)*large*np.exp(-large) - 1) < 0.02


# Angular cone that contains half of all emission
def cone_excess(theta):
    part = quad(lambda t: 0.5*np.sin(t)
                * np.exp(gamma*np.sqrt(np.cos(t))), 0, theta)[0]
    return part/X - 0.5


half_cone = brentq(cone_excess, 0.01, 1.5)
cone_estimate = 2*np.sqrt(np.log(2)/gamma)
# The near-axis estimate has a relative correction of order 1/gamma
assert abs(cone_estimate/half_cone - 1) < 1/gamma


# Harmonic equilibrium flux through the true saddle
def saddle_area_and_log_rate(force_value):
    z, drop = numerical_barrier(force_value, 1.0)
    h = 0.005*z

    def potential(x):
        return -coulomb/np.hypot(x, z) - force_value*z
    curvature = (potential(h) - 2*potential(0) + potential(-h))/h**2
    area = 2*np.pi*kT/curvature
    return area, np.log(area) + drop/kT


saddle_area = saddle_area_and_log_rate(force)[0]
assert abs(saddle_area/(4*np.pi*r_axis**2/gamma) - 1) < 1e-4
flux_up = saddle_area_and_log_rate(force*(1 + step)**2)[1]
flux_down = saddle_area_and_log_rate(force*(1 - step)**2)[1]
saddle_slope = (flux_up - flux_down)/(2*step*gamma)
assert abs(saddle_slope - (1 - 3/gamma)) < 2e-4


# Thermally assisted tunnelling along the field axis
def barrier_quantum(mass):
    return np.sqrt(hbar2_over_m0/mass*2*coulomb/r_axis**3)


def tunnelling_factor(mass):
    quantum = barrier_quantum(mass)

    def action(depth_below_top):
        binding = lowering + depth_below_top
        root = np.sqrt(max(binding**2 - lowering**2, 0))
        centre, half = binding/(2*force), root/(2*force)

        def integrand(angle):
            r = centre + half*np.sin(angle)
            excess = max(-coulomb/r - force*r + binding, 0)
            wave_number = np.sqrt(2*mass*excess/hbar2_over_m0)
            return wave_number*half*np.cos(angle)
        return quad(integrand, -np.pi/2, np.pi/2, epsrel=1e-7)[0]

    below = quad(lambda d: np.exp(d/kT)*expit(-2*action(d))/kT,
                 0, trap_depth - lowering, epsrel=1e-6, limit=200)[0]
    above = quad(lambda d: np.exp(-d/kT)
                 * expit(2*np.pi*d/quantum)/kT,
                 0, 35*kT, epsrel=1e-7, limit=200)[0]
    return below + above


heavy_mass = 10.0
heavy_ratio = barrier_quantum(heavy_mass)/kT
parabolic = (heavy_ratio/2)/np.sin(heavy_ratio/2)
# Anharmonicity is small for this heavy-particle check
assert abs(tunnelling_factor(heavy_mass)/parabolic - 1) < 0.02
tunnel_main = tunnelling_factor(mass_ratio)
tunnel_light = tunnelling_factor(light_mass_ratio)

# Other neglected effects for the same device
gamma_static = lowering_1d(force, coulomb_vacuum/eps_static)/kT
gamma_hot = lowering/(k_eV*hot_temperature)
thermal_speed = np.sqrt(const.k*temperature/(mass_ratio*const.m_e))
escape_time = r_axis*1e-9/thermal_speed*1e15
phonon_period = const.h/(phonon_energy*const.e)*1e15
gate_distance = thickness/2
image_shift = coulomb*(1/(2*gate_distance - r_axis)
                       - 1/(4*(gate_distance - r_axis))
                       - 1/(4*gate_distance))
overlap_density = 1e21/(2*r_axis)**3
zero_rate = attempt_rate*np.exp(-trap_depth/kT)
hot_zero_rate = attempt_rate*np.exp(
    -trap_depth/(k_eV*hot_temperature))
assert lowering < trap_depth and field_MVcm < breakdown_MVcm

# Two-field reading of the slope
low_field, high_field = 0.2, 0.5
g_low = lowering_1d(0.1*low_field)/kT
g_high = lowering_1d(0.1*high_field)/kT
two_field_slope = (np.log(enhancement(g_high)/enhancement(g_low))
                   / (g_high - g_low))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Optical relative permittivity (rough)", eps_optical)
show("Temperature", temperature, "K")
show("Thermal energy kT", kT, "eV")
show("Field", field_MVcm, "MV/cm")
show("Trap depth (rough)", trap_depth, "eV")
show("Attempt rate (rough)", attempt_rate, "1/s")
show("Film thickness", thickness, "nm")
show("Coulomb strength A", coulomb, "eV nm")
show("Barrier distance on axis", r_axis, "nm")
show("Barrier lowering on axis", lowering, "eV")
show("Remaining barrier on axis", trap_depth-lowering, "eV")
show("gamma", gamma)
show("1D enhancement", one_dimensional)
show("Direction-averaged enhancement, formula", X)
show("Direction-averaged enhancement, numerical", average_numeric)
show("1D / averaged enhancement", one_dimensional/X)
show("Zero-field emission rate", zero_rate, "1/s")
show("1D emission rate", zero_rate*one_dimensional, "1/s")
show("Averaged emission rate", zero_rate*X, "1/s")
show("Half-emission cone angle", np.degrees(half_cone), "degree")
show("Near-axis cone estimate", np.degrees(cone_estimate), "degree")
show("Log slope d ln X/d gamma, formula", slope)
show("Log slope, numerical", slope_numeric)
show("Apparent relative permittivity, local", eps_optical/slope**2)
for f in (0.1, 0.2, 0.5, 0.8):
    g = lowering_1d(0.1*f)/kT
    print(f"Field {f:.1f} MV/cm: gamma {g:.3f}, 1D {np.exp(g):.4g}, "
          f"averaged {enhancement(g):.4g}, slope {log_slope(g):.3f}")
print(f"Two-field range: {low_field:.1f} to {high_field:.1f} MV/cm")
show("Two-field log slope", two_field_slope)
show("Two-field apparent permittivity", eps_optical/two_field_slope**2)
show("Backward share of averaged rate", 100*0.5/X, "%")
show("Saddle escape area", saddle_area, "nm^2")
show("Saddle-flux log slope", saddle_slope)
show("Saddle-flux apparent permittivity", eps_optical/saddle_slope**2)
show("Electron mass (rough)", mass_ratio, "free masses")
show("Axis tunnelling factor", tunnel_main)
show("Light electron mass (rough)", light_mass_ratio, "free masses")
show("Axis tunnelling factor, light mass", tunnel_light)
show("Escape time", escape_time, "fs")
show("Phonon energy (rough)", phonon_energy, "eV")
show("Phonon period", phonon_period, "fs")
show("Static relative permittivity (rough)", eps_static)
show("gamma with static permittivity", gamma_static)
show("1D enhancement, static", np.exp(gamma_static))
show("Averaged enhancement, static", enhancement(gamma_static))
show("Hot operating temperature", hot_temperature, "K")
show("gamma when hot", gamma_hot)
show("Averaged enhancement when hot", enhancement(gamma_hot))
show("Averaged rate when hot", hot_zero_rate*enhancement(gamma_hot), "1/s")
show("Gate image shift, mid-film trap", 1000*image_shift, "meV")
show("Trap density for barrier overlap", overlap_density, "1/cm^3")
show("Breakdown field (rough)", breakdown_MVcm, "MV/cm")
show("Field / breakdown field", field_MVcm/breakdown_MVcm)
print("checks complete")
```

Printed output:

```
Optical relative permittivity (rough): 6
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Field: 0.5 MV/cm
Trap depth (rough): 0.6 eV
Attempt rate (rough): 1e+13 1/s
Film thickness: 20 nm
Coulomb strength A: 0.24 eV nm
Barrier distance on axis: 2.191 nm
Barrier lowering on axis: 0.2191 eV
Remaining barrier on axis: 0.3809 eV
gamma: 8.475
1D enhancement: 4792
Direction-averaged enhancement, formula: 499.2
Direction-averaged enhancement, numerical: 499.2
1D / averaged enhancement: 9.599
Zero-field emission rate: 832.6 1/s
1D emission rate: 3.99e+06 1/s
Averaged emission rate: 4.156e+05 1/s
Half-emission cone angle: 30.53 degree
Near-axis cone estimate: 32.77 degree
Log slope d ln X/d gamma, formula: 0.8969
Log slope, numerical: 0.8969
Apparent relative permittivity, local: 7.459
Field 0.1 MV/cm: gamma 3.790, 1D 44.26, averaged 9.166, slope 0.775
Field 0.2 MV/cm: gamma 5.360, 1D 212.7, averaged 32.81, slope 0.842
Field 0.5 MV/cm: gamma 8.475, 1D 4792, averaged 499.2, slope 0.897
Field 0.8 MV/cm: gamma 10.720, 1D 4.524e+04, averaged 3827, slope 0.916
Two-field range: 0.2 to 0.5 MV/cm
Two-field log slope: 0.874
Two-field apparent permittivity: 7.856
Backward share of averaged rate: 0.1002 %
Saddle escape area: 7.117 nm^2
Saddle-flux log slope: 0.646
Saddle-flux apparent permittivity: 14.38
Electron mass (rough): 1 free masses
Axis tunnelling factor: 1.237
Light electron mass (rough): 0.4 free masses
Axis tunnelling factor, light mass: 1.725
Escape time: 32.49 fs
Phonon energy (rough): 0.1 eV
Phonon period: 41.36 fs
Static relative permittivity (rough): 40
gamma with static permittivity: 3.282
1D enhancement, static: 26.63
Averaged enhancement, static: 6.235
Hot operating temperature: 358 K
gamma when hot: 7.102
Averaged enhancement when hot: 147.4
Averaged rate when hot: 5.271e+06 1/s
Gate image shift, mid-film trap: -0.2071 meV
Trap density for barrier overlap: 1.189e+19 1/cm^3
Breakdown field (rough): 1 MV/cm
Field / breakdown field: 0.5
checks complete
```
